# Layer-by-layer wall velocity from two-dimensional nucleation and lateral spreading: test program

```python
"""
Result under test: a wall advancing by layers of thickness a, with nuclei
appearing at rate J per area and time and spreading as discs at radial speed v,
moves at V = c a (J v^2)^(1/3) when it is wide compared with (v/J)^(1/3).
The pure number c obeys
    1/[Gamma(4/3)(3/pi)^(1/3)] <= c <= e (2 pi)^(1/3)/3.
tau = (J v^2)^(-1/3) is the time unit and ell = (v/J)^(1/3) the length unit.
A nucleus has level k+1 if it lands on a surface of height k (in layers).
All walls are periodic squares. "Reduced units" means J = v = 1.
"""
import numpy as np
from scipy.ndimage import maximum_filter
from scipy.optimize import brentq
from scipy.special import gamma, gammaln

rng = np.random.default_rng(20241)


def distance_squared(x, y, x0, y0, side):
    dx = np.abs(x - x0)
    dy = np.abs(y - y0)
    dx = np.minimum(dx, side - dx)
    dy = np.minimum(dy, side - dy)
    return dx * dx + dy * dy


def grow(J, v, side, count):
    """Random nucleation events and the layer that each of them starts."""
    t = np.cumsum(rng.exponential(1 / (J * side**2), count))
    x, y = rng.uniform(0, side, (2, count))
    level = np.zeros(count, dtype=int)
    full_spread = side / np.sqrt(2) / v   # time for a disc to cover the wall
    start, floor = 0, 0
    for i in range(count):
        while t[start] < t[i] - full_spread:
            floor = max(floor, level[start])
            start += 1
        old = slice(start, i)
        covers = (distance_squared(x[old], y[old], x[i], y[i], side)
                  <= (v * (t[i] - t[old]))**2)
        level[i] = 1 + max(floor, (level[old] * covers).max(initial=0))
    return t, x, y, level


def height(events, v, side, time, px, py):
    """Surface height at one point: highest layer whose disc covers it."""
    t, x, y, level = events
    n = np.searchsorted(t, time, side="right")
    covers = (distance_squared(x[:n], y[:n], px, py, side)
              <= (v * (time - t[:n]))**2)
    return (level[:n] * covers).max(initial=0)


def height_map(events, v, side, time, points=20):
    p = (np.arange(points) + 0.5) * side / points
    return np.array([height(events, v, side, time, a, b) for a in p for b in p])


def layer_rate(events):
    """Layers per time; uniform nuclei sample the mean height plus one."""
    t, level = events[0], events[3]
    late = t > t[-1] / 4
    return np.polyfit(t[late], level[late], 1)[0]


# ---- coverage of a point by the first layer, from the discs themselves
arrival = np.empty(6000)
for k in range(arrival.size):
    n = rng.poisson(6 * 6 * 3)
    xs, ys = rng.uniform(-3, 3, (2, n))
    arrival[k] = np.min(rng.uniform(0, 3, n) + np.hypot(xs, ys))
mean_cover = gamma(4 / 3) * (3 / np.pi)**(1 / 3)
for time in (0.6, 0.9, 1.2):
    assert abs(np.mean(arrival > time) - np.exp(-np.pi * time**3 / 3)) < 0.03
assert abs(arrival.mean() - mean_cover) < 0.02
c_low = 1 / mean_cover

# ---- expected number of chains of 1, 2, 3 nuclei in a cone of duration T
T = 1.8
chains = np.zeros((8000, 3))
for k in range(len(chains)):
    n = rng.poisson(np.pi * T**3 / 3)
    age = T * rng.random(n)**(1 / 3)
    r = age * np.sqrt(rng.random(n))
    angle = rng.uniform(0, 2 * np.pi, n)
    xs, ys = r * np.cos(angle), r * np.sin(angle)
    gap = age[None, :] - age[:, None]
    link = ((gap > 0) & (np.hypot(xs[None, :] - xs[:, None],
                                  ys[None, :] - ys[:, None]) <= gap)).astype(float)
    chains[k] = n, link.sum(), (link @ link).sum()
chain_mean = chains.mean(axis=0)
chain_error = chains.std(axis=0) / np.sqrt(len(chains))
chain_formula = np.array([(2 * np.pi * T**3)**n / gamma(3 * n + 1)
                          for n in (1, 2, 3)])
assert np.all(np.abs(chain_mean - chain_formula) < 5 * chain_error)

# ---- growth rate above which the expected chain number falls below one
c_high = np.e * (2 * np.pi)**(1 / 3) / 3
long_time = 1e4
threshold = brentq(lambda q: q * long_time * np.log(2 * np.pi * long_time**3)
                   - gammaln(3 * q * long_time + 1), 1.0, 2.5)
assert abs(threshold - c_high) < 2e-3

# ---- growth in reduced units: the constant c, and the backward chains
side = 16.0
runs = [grow(1.0, 1.0, side, 20000) for _ in range(4)]
rates = np.array([layer_rate(run) for run in runs])
c = rates.mean()
c_error = rates.std(ddof=1) / np.sqrt(len(rates))
assert c_low < c < c_high

gaps = []
for run in runs:
    t, x, y, level = run
    for _ in range(10):
        px, py = rng.uniform(0, side, 2)
        now, last, steps = t[-1], len(t), 0
        top = height(run, 1.0, side, now, px, py)
        while True:
            inside = np.flatnonzero(
                distance_squared(x[:last], y[:last], px, py, side)
                <= (now - t[:last])**2)
            if inside.size == 0:
                break
            last = inside[-1]
            gaps.append(now - t[last])
            px, py, now = x[last], y[last], t[last]
            steps += 1
        assert steps <= top
mean_gap = np.mean(gaps)
assert abs(mean_gap / mean_cover - 1) < 0.05

# ---- mean height after a flat start is superadditive in time
early = {time: np.mean([height_map(run, 1.0, side, time).mean() for run in runs])
         for time in (1.0, 2.0, 4.0)}
assert early[2.0] > 2 * early[1.0] and early[4.0] > 2 * early[2.0]

# ---- several layers are exposed at once
final_maps = [height_map(run, 1.0, side, run[0][-1]) for run in runs]
width = np.mean([m.std() for m in final_maps])
exposed = np.mean([len(np.unique(m)) for m in final_maps])
assert exposed > 1.5

# ---- independent growth of a height field by repeated dilation on a grid
box, pixel, radius = 5.0, 0.02, 5
step = pixel * radius
small = grow(1.0, 1.0, box, 200)
cells = round(box / pixel)
offset = np.arange(-radius, radius + 1)
disc = offset[:, None]**2 + offset[None, :]**2 <= radius**2
field = np.zeros((cells, cells), dtype=np.int32)
when = np.rint(small[0] / step).astype(int)
ix = (small[1] / pixel).astype(int) % cells
iy = (small[2] / pixel).astype(int) % cells
last_step = int(small[0][-1] / step)
for k in range(last_step + 1):
    if k > 0:
        field = maximum_filter(field, footprint=disc, mode="wrap")
    for j in np.flatnonzero(when == k):
        field[ix[j], iy[j]] += 1
grid_height = field.mean()
disc_height = height_map(small, 1.0, box, last_step * step).mean()
# the grid disc is a 12-cornered polygon and time is rounded: a few per cent
assert abs(grid_height / disc_height - 1) < 0.06

# ---- small wall: nearly every nucleus completes a layer by itself
tiny_side = 0.3
tiny = grow(1.0, 1.0, tiny_side, 4000)
layers_per_nucleus = tiny[3][-1] / 4000
assert layers_per_nucleus > 0.97

# ---- worked example in nm and ns (1 nm/ns = 1 m/s), fields in kV/cm
a, J, v, wall = 0.4, 1e-4, 10.0, 600.0
tau = (J * v**2)**(-1 / 3)
ell = (v / J)**(1 / 3)
V_formula = c * a / tau
V_base = a * layer_rate(grow(J, v, wall, 20000))
V_J4 = a * layer_rate(grow(4 * J, v, wall, 20000))
V_v4 = a * layer_rate(grow(J, 4 * v, wall, 20000))
exponent_J = np.log(V_J4 / V_base) / np.log(4)
exponent_v = np.log(V_v4 / V_base) / np.log(4)
assert abs(V_base / V_formula - 1) < 0.04
assert abs(exponent_J - 1 / 3) < 0.03
assert abs(exponent_v - 2 / 3) < 0.03

E1, E2, E_J, E_v = 200.0, 300.0, 900.0, 150.0
inverse_difference = 1 / E1 - 1 / E2
J2 = J * np.exp(E_J * inverse_difference)
v2 = v * np.exp(E_v * inverse_difference)
V_2 = a * layer_rate(grow(J2, v2, wall, 20000))
E_a_simulated = np.log(V_2 / V_base) / inverse_difference
E_a_formula = (E_J + 2 * E_v) / 3
assert abs(E_a_simulated / E_a_formula - 1) < 0.06

print("REDUCED UNITS (time in tau, length in ell)")
print(f"mean first-layer arrival, formula: {mean_cover:.4f} tau")
print(f"mean first-layer arrival, sampled: {arrival.mean():.4f} tau")
print(f"mean backward gap, simulated: {mean_gap:.4f} tau")
print(f"cone duration for chain counts: {T:.1f} tau")
for n in range(3):
    print(f"chains of {n + 1}: formula {chain_formula[n]:.4f}, "
          f"sampled {chain_mean[n]:.4f} +- {chain_error[n]:.4f}")
print(f"lower bound on c: {c_low:.4f}")
print(f"upper bound on c: {c_high:.4f}")
print(f"chain-number threshold at 10^4 tau: {threshold:.4f}")
print(f"simulated c, wall side {side:.0f} ell: {c:.3f}")
print(f"standard error of c from {len(runs)} runs: {c_error:.3f}")
for time, value in early.items():
    print(f"mean height at {time:.0f} tau: {value:.3f} layers")
print(f"rms wall roughness: {width:.2f} layers")
print(f"mean number of heights present at once: {exposed:.1f}")
print(f"grid test, duration: {last_step * step:.1f} tau")
print(f"grid test, height by dilation: {grid_height:.2f} layers")
print(f"grid test, height by discs: {disc_height:.2f} layers")
print(f"small wall side: {tiny_side:.1f} ell")
print(f"small wall, layers per nucleus: {layers_per_nucleus:.4f}")
print("WORKED EXAMPLE")
print(f"layer thickness a: {a:.1f} nm")
print(f"nucleation rate J: {J:.1e} nm^-2 ns^-1")
print(f"lateral speed v: {v:.1f} nm/ns")
print(f"wall side: {wall:.0f} nm")
print(f"tau: {tau:.3f} ns")
print(f"ell: {ell:.2f} nm")
print(f"wall side / ell: {wall / ell:.1f}")
print(f"crossover wall side sqrt(c) ell: {np.sqrt(c) * ell:.1f} nm")
print(f"lower bound on V: {c_low * a / tau:.4f} nm/ns")
print(f"upper bound on V: {c_high * a / tau:.4f} nm/ns")
print(f"V from c a/tau: {V_formula:.4f} nm/ns = {V_formula:.4f} m/s")
print(f"V simulated directly: {V_base:.4f} nm/ns")
print(f"V simulated with 4J: {V_J4:.4f} nm/ns")
print(f"V simulated with 4v: {V_v4:.4f} nm/ns")
print(f"simulated exponent of J: {exponent_J:.3f}")
print(f"simulated exponent of v: {exponent_v:.3f}")
print(f"fields compared: {E1:.0f} and {E2:.0f} kV/cm")
print(f"E_J: {E_J:.0f} kV/cm, E_v: {E_v:.0f} kV/cm")
print(f"J at second field: {J2:.3e} nm^-2 ns^-1")
print(f"v at second field: {v2:.2f} nm/ns")
print(f"V simulated at second field: {V_2:.4f} nm/ns")
print(f"activation field, formula: {E_a_formula:.0f} kV/cm")
print(f"activation field, simulated: {E_a_simulated:.0f} kV/cm")
print("checks complete")
```

It prints:

```
REDUCED UNITS (time in tau, length in ell)
mean first-layer arrival, formula: 0.8794 tau
mean first-layer arrival, sampled: 0.8799 tau
mean backward gap, simulated: 0.8805 tau
cone duration for chain counts: 1.8 tau
chains of 1: formula 6.1073, sampled 6.1452 +- 0.0281
chains of 2: formula 1.8649, sampled 1.8956 +- 0.0276
chains of 3: formula 0.1356, sampled 0.1365 +- 0.0065
lower bound on c: 1.1372
upper bound on c: 1.6720
chain-number threshold at 10^4 tau: 1.6718
simulated c, wall side 16 ell: 1.428
standard error of c from 4 runs: 0.003
mean height at 1 tau: 0.701 layers
mean height at 2 tau: 2.010 layers
mean height at 4 tau: 4.662 layers
rms wall roughness: 1.30 layers
mean number of heights present at once: 7.8
grid test, duration: 8.3 tau
grid test, height by dilation: 10.37 layers
grid test, height by discs: 10.33 layers
small wall side: 0.3 ell
small wall, layers per nucleus: 0.9882
WORKED EXAMPLE
layer thickness a: 0.4 nm
nucleation rate J: 1.0e-04 nm^-2 ns^-1
lateral speed v: 10.0 nm/ns
wall side: 600 nm
tau: 4.642 ns
ell: 46.42 nm
wall side / ell: 12.9
crossover wall side sqrt(c) ell: 55.5 nm
lower bound on V: 0.0980 nm/ns
upper bound on V: 0.1441 nm/ns
V from c a/tau: 0.1230 nm/ns = 0.1230 m/s
V simulated directly: 0.1227 nm/ns
V simulated with 4J: 0.1930 nm/ns
V simulated with 4v: 0.3032 nm/ns
simulated exponent of J: 0.327
simulated exponent of v: 0.653
fields compared: 200 and 300 kV/cm
E_J: 900 kV/cm, E_v: 150 kV/cm
J at second field: 4.482e-04 nm^-2 ns^-1
v at second field: 12.84 nm/ns
V simulated at second field: 0.2358 nm/ns
activation field, formula: 400 kV/cm
activation field, simulated: 392 kV/cm
checks complete
```
